Vertical current spreading and the transfer length of a finite-thickness film contact

When a specific contact resistivity is to be extracted from a measured transfer length, one has to decide whether the film under the contact may be treated as a sheet without thickness. If it may, the contact resistivity is the sheet resistance times the squared transfer length. If it may not, that product also contains resistance belonging to the film, and the contact appears worse than it is. The decision rests on how the squared transfer length depends on the film thickness t. For a thin film the first correction is t²/3, and the derivation below also shows where this stops being sufficient.

Let a homogeneous, isotropic film of resistivity ρ fill 0 < z < t. Its bottom face, z = 0, is insulating. For x > 0 the top face, z = t, touches a metal at one common potential through an interface of specific contact resistivity ρ_c. For x < 0 the top face is insulating. Nothing varies along the width, the interface is linear, and the contact is much longer than the decay length to be found. Transport is local and ohmic, which requires a carrier mean free path much shorter than t.

In atomic units, with e = 1, let μ(x,z) be the electrochemical energy of the electrons, measured from the Fermi level of the metal. The particle current density and the current into the metal are

J = −∇μ/ρ,  J_z(x,t) = μ(x,t)/ρ_c for x > 0.

In a steady state ∇·J = 0, and ρ is uniform, so

∂²μ/∂x² + ∂²μ/∂z² = 0.

The insulating bottom gives ∂μ/∂z = 0 at z = 0. Under the contact, equating the two expressions for J_z at the top gives

∂μ/∂z = −μ/ℓ at z = t,  ℓ = ρ_c/ρ.

The minus sign says that the energy falls towards the metal when electrons flow into it. The ratio ℓ is a length, and the size of the correction is governed by b = t/ℓ.

Now average over the depth. Let M(x) = (1/t)∫₀ᵗ μ dz and let μ_top be the value at z = t. Under the contact,

M'' = (1/t)∫₀ᵗ ∂²μ/∂x² dz = −(1/t)∫₀ᵗ ∂²μ/∂z² dz
 = −(1/t)[∂μ/∂z(t) − ∂μ/∂z(0)] = μ_top/(ℓt).

This balance involves no thin-film approximation. The usual transmission-line model enters when μ_top is replaced by M. Then M'' = M/L0², with

L0² = ℓt = ρ_c t/ρ = ρ_c/R_s,  R_s = ρ/t.

The correction must therefore come from the difference between the mean energy, whose gradient drives the lateral current, and the top energy, which drives the current through the interface.

The leading correction can be found directly. In a thin film with t ≪ L0 the lateral current loses nearly the same amount at every depth per unit length, so the vertical current grows linearly from zero at the bottom, J_z(z) = J_top z/t. Integrating −∂μ/∂z = ρJ_z from z up to t gives

μ(z) = μ_top + ρJ_top (t² − z²)/(2t).

Its depth average is

M = μ_top + ρJ_top (t² − t²/3)/(2t) = μ_top + (ρt/3)J_top.

Since μ_top = ρ_c J_top, we have M = (ρ_c + ρt/3)J_top. The film adds ρt/3 in series with the interface. The drop from bottom to top is ρtJ_top/2, but the mean energy lies only two thirds of that drop above the top, which is where the factor one third comes from. Replacing ρ_c by ρ_c + ρt/3 in L0² gives

L² ≈ (ρ_c + ρt/3)t/ρ = L0² + t²/3.

To find the error of this estimate, solve for the decaying modes. Put μ = Z(z) exp(−gx/t). Laplace's equation gives Z'' = −(g/t)²Z, and the insulating bottom selects Z = cos(gz/t). The condition at the top becomes

−(g/t) sin g = −(1/ℓ) cos g, hence g tan g = b.

In each interval from nπ to nπ + π/2, with n = 0, 1, 2, …, the left side rises steadily from zero to infinity, so there is one root g_n. In the remaining intervals of positive g the tangent is negative and there is no root. The smallest root, g_0 = g, gives the slowest decay, and its decay length is L = t/g.

For this mode M is proportional to sin g/g and μ_top to cos g, with the same factor. Also M'' = M/L². The depth-averaged balance then reads M/L² = μ_top/L0², so

L² = L0² M/μ_top = L0² tan g/g.

Write M/μ_top = 1 + br, which defines r. Because L0²b = ℓt·t/ℓ = t²,

L² = L0² + r t².

Using b = g tan g, the coefficient is

r = (tan g/g − 1)/(g tan g) = 1/g² − cot g/g.

A cosine series makes its behaviour plain. For any g that is not a multiple of π, with s = z/t,

∫₀¹ cos(gs) cos(nπs) ds
 = ½[sin(g+nπ)/(g+nπ) + sin(g−nπ)/(g−nπ)]
 = (−1)ⁿ g sin g/(g² − n²π²).

Expand cos(gs) in the functions cos(nπs) and evaluate the series at s = 1, where cos(nπ) = (−1)ⁿ. The n = 0 term is sin g/g, and every other term carries the usual factor two:

cos g = sin g/g + 2 Σ_{n≥1} g sin g/(g² − n²π²).

Division by g sin g yields cot g/g, and substitution into r cancels the 1/g² terms:

r = 2 Σ_{n≥1} 1/(n²π² − g²).

Each term increases with g for 0 < g < π/2. At g = 0 the sum is (2/π²)(π²/6) = 1/3. At g = π/2 the cotangent vanishes and the earlier formula gives 4/π². Therefore

1/3 < r < 4/π²

for every finite, nonzero b. The one-third correction is a lower bound on the film's contribution to L², reached in the thin-film limit. The bound does not carry over to the intercept length introduced below, for which the film's contribution is smaller than t²/3. Expanding each term for small g, with Σ1/n⁴ = π⁴/90, gives

r = 1/3 + 2g²/90 + O(g⁴) = 1/3 + g²/45 + O(g⁴).

The root condition reads b = g² + g⁴/3 + …, so g² = b + O(b²). Since bt² = t⁴/L0²,

L² = L0² + t²/3 + t⁴/(45L0²) + O(t⁶/L0⁴).

The next term is small because of the factor 45, which keeps the one-third law for L useful up to t of the order of L0.

The opposite limit is a nearly perfect interface, ρ_c → 0 at fixed t. Then b → ∞, g → π/2 and L → 2t/π. The one-third law would give t/√3, which is too short by the factor π/(2√3). The transfer length does not go to zero with ρ_c, because the current still needs a lateral distance comparable with t to climb through the film.

A transmission-line measurement of resistance against contact spacing does not yield the decay of the energy under the metal directly. It remains to be found how closely L determines that resistance. To the left of the contact both faces are insulating, so the averaged balance is M'' = 0 and M is a straight line,

M(x) = S(X − x) for x < 0.

The current per unit width is tS/ρ = S/R_s. Extrapolated to the contact edge, the energy is SX, so the contact resistance times the width is R_sX. For two identical contacts a distance d apart, with d ≫ t so that their edge fields do not overlap, the total resistance times the width is R_s(d + 2X). The intercept of this line on the d axis lies at −2X. The quantity measured is thus X, and it has to be compared with L.

For this calculation measure all lengths in units of t. On the two sides of x = 0 the solutions are

left: μ = S(X − x) + Σ_{n≥1} B_n cos(nπz) exp(nπx),
right: μ = Σ_{m≥0} A_m cos(g_m z) exp(−g_m x).

Both μ and ∂μ/∂x are continuous at x = 0. Let c_nm be the integral of cos(nπz)cos(g_m z) found above. Projection on cos(nπz) with n ≥ 1 gives

B_n/2 = Σ_m c_nm A_m,  nπB_n/2 = −Σ_m g_m c_nm A_m.

Multiply the first equation by nπ and subtract the second. This leaves Σ_m (nπ + g_m)c_nm A_m = 0. The denominator of c_nm is (g_m − nπ)(g_m + nπ), so one factor cancels. With d_m = A_m g_m sin g_m,

Σ_m d_m/(g_m − nπ) = 0 for n = 1, 2, 3, …

The depth averages of μ and of −∂μ/∂x supply the two remaining conditions:

SX = Σ_m A_m sin g_m/g_m = Σ_m d_m/g_m²,
S = Σ_m A_m sin g_m = Σ_m d_m/g_m.

Define F(s) = Σ_m d_m/(g_m − s). The conditions state that F vanishes at s = nπ for n ≥ 1, and that X = F'(0)/F(0). A function with these zeros and with simple poles at the g_m is

F(s) = C/(1 − s/g_0) · Π_{n≥1} (1 − s/(nπ))/(1 − s/g_n).

For large n, g_n − nπ is close to b/(nπ), so the infinite product converges and tends to a constant at large |s| away from the poles. Hence F falls as 1/s there and equals the sum of its pole terms, as required. The resulting d_m fall as 1/m². Since g_m sin g_m = b cos g_m, d_m is b times the top energy of mode m at the edge, so the edge energy is finite.

This is the physical solution, because no second one exists for the same current. Let w be the difference of two solutions that stay finite at the edge, decay under the contact and carry the same injected current. Multiplying Laplace's equation for w by w and integrating over the film gives ∫|∇w|² dx dz + (1/ℓ)∫w_top² dx = 0, with lengths again in ordinary units. Both terms are non-negative, so w = 0.

The logarithmic derivative of the product at s = 0 gives the intercept:

X/t = 1/g_0 + Σ_{n≥1} [1/g_n − 1/(nπ)].

The first term is L/t. The sum is the effect of the contact edge, and it is negative because each g_n exceeds nπ. For small b, insert g_n = nπ + b/(nπ) + … to obtain 1/g_n − 1/(nπ) = −b/(nπ)³ + …. With bt = t³/L0² and ζ(3) = Σ1/n³,

X = L − [ζ(3)/π³] t³/L0² + …

The square root of the series for L² gives L = L0 + t²/(6L0) + …. The vertical-spreading correction is therefore the first to appear in the measured intercept as well, and the edge effect follows one power of t/L0 later.

For a perfect interface the edge effect is no longer minor. Then g_n → (n + ½)π, and

X/t → 2/π + (2/π) Σ_{n≥1} [1/(2n+1) − 1/(2n)].

The alternating series ln 2 = 1 − 1/2 + 1/3 − … shows that the sum equals ln 2 − 1. Thus X → (2 ln 2/π)t, which is shorter than L → 2t/π by the factor ln 2.

As an example with round model parameters, take t = 300 Å and ℓ = 1200 Å. Then b = 300/1200 = 0.25 and

L0² = 1200 × 300 = 360000 Å²,
t²/3 = 90000/3 = 30000 Å²,
t⁴/(45L0²) = 500 Å².

The sheet model gives L0 = 600.0 Å. The one-third term raises this to √390000 = 624.5 Å, and the next term to 624.90 Å. The root g = 0.480094 gives L = 300/0.480094 = 624.88 Å, or 1180.85 bohr. A two-dimensional numerical solution of the film, which makes no use of the modes, also gives 624.88 Å.

If the squared decay length is converted with ρ_c = R_sL², the inferred value of ρ_c/ρ is L²/t = 1301.6 Å instead of 1200 Å, an excess of 8.5 percent of the true value. This is br = 0.25 × 0.3386. Subtracting t/3 = 100 Å leaves 1201.6 Å, which is within about 0.13 percent of the true value.

The intercept is X = 622.09 Å from the root sum and 622.05 Å from the two-dimensional solution, whose mesh of 32 intervals across the film leaves an error of about 0.05 Å. It is 2.8 Å shorter than L, and the leading edge formula predicts 2.9 Å. Used in place of L, it gives X²/t = 1290.0 Å. After subtraction of 100 Å this becomes 1190.0 Å, or 0.8 percent below the true value. For intercept data of this kind the edge effect is thus a larger source of error than the t⁴ term, but it is still much smaller than the correction being subtracted.

The energies show the mechanism. In a cross-section far enough under the contact for the slowest mode to dominate, let the mean energy be 0.0100 eV above the metal Fermi level. The top then lies at 0.009220 eV and the bottom at 0.010395 eV. The mean exceeds the top by 0.00078 eV. The series resistance ρt/3 predicts (b/3)μ_top = 0.0833 × 0.00922 = 0.00077 eV. The whole drop from bottom to top is 0.00118 eV, so the mean lies about two thirds of the way up from the top value, as the parabolic profile requires.

Keeping ℓ = 1200 Å and changing the thickness shows the range of the one-third law. Its error, relative to the L found by diagonalization across the film, is −0.007 percent at t = 100 Å and −0.7 percent at t = 1200 Å, where t = L0. At t = 12000 Å, where b = 10, it reaches −5.9 percent. These are errors in L. The error in ρ_c obtained as R_sL² − ρt/3 is larger, +1.8 percent at b = 1 and +56 percent at b = 10. The intercept needs more care in thick films. At b = 2 the decay length is 0.929t, whereas X is 0.873t. The intercept can then no longer be used in place of L, and the root sum for X is needed: R_sX² − ρt/3 is 5.7 percent below the true ρ_c at b = 1 and 14 percent below it at b = 2.

These results suggest a simple procedure. Estimate b from the uncorrected ρ_c. With L this gives t²/L² = g², which is below the true b and never exceeds π²/4, so it serves only to recognise a small b. If b/3 is well below the relative accuracy wanted for ρ_c, the sheet model is enough. If it is not, but b is still small, subtract ρt/3 from R_sL². This leaves a relative error in ρ_c of about +b²/45. The same subtraction from R_sX² leaves about −[2ζ(3)/π³] b^(3/2) ≈ −0.078 b^(3/2) at leading order. For larger b, solve g tan g = b together with L = t/g when the decay itself is known, or solve the root sum when the intercept is known. As ρ_c becomes much smaller than ρt, both lengths approach fixed multiples of t, and a measurement of either says little about the interface.

The coefficient one third belongs to the stated geometry. It relies on a vertical current that starts from zero at an insulating bottom and grows linearly through a uniform film. A conducting substrate or a resistivity that varies with depth changes that profile. If a reaction at the contact, such as silicide formation, consumes part of the film, then t and R_s under the metal differ from their values outside it. In a semiconductor the depletion layer under the metal does the same. For n-type silicon doped to 10²⁰ cm⁻³ with a barrier of 0.6 eV it is about 28 Å wide, roughly a tenth of a 300 Å film, so its effect on the ρ_c inferred from an intercept is comparable with the 8.5 percent correction of the example. The mean free path in such silicon is about 40 Å, so a 100 Å film is also near the limit of local transport. The decay length must then be calculated with the values under the metal, and the intercept formula, which assumes the same film on both sides of the edge, no longer applies. The numerical output below gives the main computed values.

Numbers as computed

```
COEFFICIENTS (dimensionless)
b used for thin-film test: 0.02
r from diagonalization at this b: 0.333776
(r - 1/3)/b: 0.02212; 1/45 = 0.02222
r for nearly perfect interface: 0.40528
4/pi^2: 0.40528
edge coefficient from root sum, b=0.01: -0.03870
-zeta(3)/pi^3: -0.03877
WORKED EXAMPLE
thickness t: 300.0 angstrom
ell = rho_c/rho: 1200.0 angstrom
b = t/ell: 0.2500
root g_0: 0.480094
r: 0.33857
L0^2: 360000.0 angstrom^2
t^2/3: 30000.0 angstrom^2
t^4/(45 L0^2): 500.0 angstrom^2
L^2 from root: 390471.3 angstrom^2
L0: 600.000 angstrom
L with one-third term: 624.500 angstrom
L with next term too: 624.900 angstrom
L from root: 624.877 angstrom = 1180.85 bohr
L from 2D solution: 624.878 angstrom
r from 2D solution: 0.33850
intercept X from root sum: 622.094 angstrom
intercept X from 2D solution: 622.048 angstrom
X - L from root sum: -2.783 angstrom
leading edge estimate of X - L: -2.908 angstrom
inferred rho_c/rho = L^2/t: 1301.57 angstrom
relative excess of inferred rho_c: 8.46 percent
mean energy in cross-section: 0.0100 eV
top energy there: 0.009220 eV
bottom energy there: 0.010395 eV
THICK-FILM CHECK, b = 2, lengths in units of t
L: 0.9286; X root sum: 0.8728; X 2D: 0.8721
THICKNESS SERIES at ell = 1200 angstrom; all lengths in angstrom
t, L0, L one-third, L diagonalized, error of one-third (percent)
100, 346.41, 351.19, 351.21, -0.0074
300, 600.00, 624.50, 624.88, -0.0604
600, 848.53, 916.52, 918.45, -0.2112
1200, 1200.00, 1385.64, 1394.81, -0.6572
2400, 1697.06, 2190.89, 2228.67, -1.6953
12000, 3794.73, 7899.37, 8398.24, -5.9403
```
